Exchange in a thin well: single-subband limit and ten-percent LDA overshoot

**1. What scaling fixes**

A layer of electrons is confined between two infinite barriers a distance L apart. Its sheet density n₂ defines a two-dimensional radius rs by

n₂ = 1/(π rs²).

Atomic units are used. The orbitals are taken to be those of the empty box (see the assumptions below), so L and rs are the only lengths that enter them; the Bohr radius would enter only through a self-consistent potential. Stretching both by a common factor divides kinetic energies by its square and Coulomb energies by the factor itself. Two consequences follow.

First, whether a second subband is occupied depends on a comparison of two kinetic energies. The factor cancels, so the limiting width must be a pure number times rs. Second, every exchange energy per electron has the form

ε = −(1/rs) × function of x, with x = L/rs.

The ratio R of LDA exchange to exact exchange is therefore a function of x alone, and the width at which R = 1.10 is also a pure number times rs.

Squeezing the layer at fixed rs is nonuniform scaling, n(x,y,z) → λ n(x,y,λz), which changes L to L/λ. (In this formula x, y and z are coordinates; below, x is L/rs.) This carries the layer towards two dimensions, where the two exchange energies behave differently.

The assumptions are these. The layer is unpolarized and at zero temperature. The Kohn-Sham potential is the empty box at every L, so the external potential is taken to cancel the Hartree and exchange-correlation potentials. "Exact exchange" is the Fock exchange energy of the resulting Kohn-Sham determinant, and LDA is evaluated on the same density. Correlation is left out.

**2. The largest width for one subband**

The orbitals are plane waves along the layer times a standing wave across it. The subband bottoms are

E_j = j²π²/(2L²), j = 1, 2, …

With one subband occupied, a disk of radius kF in wavevector space is filled with two spins:

n₂ = 2 πkF²/(2π)² = kF²/(2π), so kF² = 2πn₂ = 2/rs².

The second subband stays empty if the Fermi energy, measured from E₁, does not exceed the gap:

kF²/2 ≤ E₂ − E₁
1/rs² ≤ 3π²/(2L²)
L ≤ L_max = √(3/2) π rs = 3.848 rs.

At equality the second subband touches the Fermi level but holds no finite density, so L_max itself belongs to the range. If L exceeds L_max, filling the first subband alone would leave occupied states above empty ones, so the condition is necessary as well as sufficient.

The number depends on spin. For full polarization kF² doubles, and the same steps give L_max = (√3/2) π rs.

**3. Exact exchange for one subband**

Let φ(z) = √(2/L) sin(πz/L), and let **s** be the in-plane separation of two points. The spin-summed density matrix is φ(z)φ(z′)γ(s), with

γ(s) = 2 ∫_{k<kF} d²k/(2π)² exp(i**k·s**).

Each spin contributes −½ times the Coulomb integral of its squared density matrix. Each spin matrix is half the total, so the two spins together give the prefactor −½ × 2 × ¼ = −¼:

ε_x = −(1/(4n₂)) ∫d²s ∫∫dz dz′ φ(z)²φ(z′)² γ(s)²/√(s² + (z−z′)²).

The Coulomb interaction is now Fourier transformed along the layer. Its transform v obeys Poisson's equation, (d²/dz² − q²)v = −4πδ(z−z′), whose decaying solution is

v = (2π/q) exp(−q|z−z′|).

The transform of γ² counts pairs of occupied wavevectors that differ by q:

∫d²s γ(s)² exp(i**q·s**) = 4 × (overlap area of two Fermi disks shifted by q)/(2π)².

The overlap is a lens made of two circular segments. With y = q/(2kF) its area is πkF² g(y), where

g(y) = (2/π)[arccos y − y√(1−y²)], 0 ≤ y ≤ 1.

The right-hand side is thus kF²g/π = 2n₂g. Define the pair average

F(u) = ∫∫dz dz′ φ(z)²φ(z′)² exp(−u|z−z′|/L).

Then

ε_x = −(1/(4n₂)) ∫d²q/(2π)² (2π/q) F(qL) 2n₂ g
= −½ ∫₀^{2kF} dq F(qL) g
= −kF ∫₀¹ dy F(2kF L y) g(y).

The second line uses d²q = 2πq dq, which cancels the 1/q, and the third uses dq = 2kF dy. Since kF = √2/rs,

ε_x = −e(x)/rs, e(x) = √2 ∫₀¹ dy F(2√2 x y) g(y).

F has a closed form. Put t = z/L and p(t) = 2 sin²(πt) = 1 − cos 2πt, and write D = u² + 4π². The function w(t) = ∫₀¹dt′ p(t′) exp(−u|t−t′|) satisfies w″ − u²w = −2u p. Its solution symmetric about the middle is

w = 2/u − (2u/D) cos 2πt + B[exp(−ut) + exp(−u(1−t))].

At t = 0 all sources lie to the right, so w′(0) = u w(0). This gives −2B = 2/u − 2u/D = 8π²/(uD), hence B = −4π²/(uD). In F = ∫₀¹ p w dt the first two terms of w contribute 2/u + u/D. The two exponentials contribute equally, each through

∫₀¹ p exp(−ut) dt = (1−e^{−u})(1/u − u/D) = 4π²(1−e^{−u})/(uD).

The result is

F(u) = 2/u + u/D − 32π⁴(1−e^{−u})/(u²D²).

**4. LDA exchange**

The uniform gas has exchange energy −(3/4)(3n/π)^{1/3} per electron. LDA applies this at each height to n(z) = (2n₂/L) sin²(πz/L):

ε_LDA = −(3/4)(3/π)^{1/3} (1/n₂) ∫dz n(z)^{4/3}.

The integral is (2n₂/L)^{4/3} L I, where the beta function gives

I = ∫₀¹ sin^{8/3}(πt) dt = Γ(11/6)/[√π Γ(7/3)].

After division by n₂ the factor n₂^{1/3}L^{−1/3} remains. It equals π^{−1/3} rs^{−2/3} L^{−1/3} = π^{−1/3} x^{−1/3}/rs. Therefore

ε_LDA = −C x^{−1/3}/rs,
C = (3/4)(3/π)^{1/3} 2^{4/3} π^{−1/3} I = 0.5664.

At fixed rs, LDA exchange diverges as L^{−1/3}. The uniform gas knows no length but n^{−1/3}, which here is of order (L rs²)^{1/3}. This length sets the size of the LDA exchange hole, and it shrinks to zero with L. The true hole extends along the layer over a distance of order 1/kF, that is, of order rs, however thin the layer is. When L is well below rs, the LDA hole is also wider than the layer, so a picture based on a locally uniform three-dimensional gas has lost its basis.

**5. The thin-well expansion**

For small x the exponential in F can be expanded, because |z−z′|/L never exceeds one:

F(u) = 1 − c u + ½ m u² + O(u³),

where c and m are the pair averages of |t−t′| and (t−t′)².

For c, use the cumulative distribution P(t) = t − sin(2πt)/(2π). A height lies between the two points with probability 2P(1−P), so c = 2∫₀¹P(1−P)dt. Here ∫P = 1/2, and

∫P² = 1/3 − (1/π)∫₀¹t sin(2πt)dt + 1/(8π²) = 1/3 + 1/(2π²) + 1/(8π²).

Hence

c = 1/3 − 5/(4π²) = 0.2067.

The mean square separation is twice the variance of t. The variance is 1/12 − ∫₀¹(t−½)² cos(2πt)dt = 1/12 − 1/(2π²), so

m = 1/6 − 1/π².

The moments of g follow from g′(y) = −(4/π)√(1−y²). Since g(1) = 0, integration by parts gives

∫₀¹ yᵏ g dy = [4/(π(k+1))] ∫₀¹ y^{k+1}√(1−y²) dy.

For k = 0, 1, 2 the integrals on the right are 1/3, π/16 and 2/15. The moments are 4/(3π), 1/8 and 8/(45π). With u = 2√2 x y,

e(x) = √2 [A − a x + b x² + O(x³)],

A = 4/(3π) = 0.4244,
a = 2√2 c/8 = √2 c/4 = 0.0731,
b = ½ m × 8 × 8/(45π) = [32/(45π)](1/6 − 1/π²) = 0.0148.

The first term is the strict two-dimensional exchange energy, −0.600/rs. The next is negative in e because electrons at different heights are farther apart than their in-plane separation, which weakens exchange.

Write α = a/A = 0.1722 and β = b/A = 0.0349. Dividing the LDA result by the expansion gives

R(x) = [C/(√2A)] x^{−1/3} [1 + αx + (α² − β)x² + O(x³)]
≈ 0.944 x^{−1/3}(1 + 0.172x).

This is the leading behaviour with its first correction. The next coefficient, α² − β = −0.005, is small because its two parts nearly cancel.

**6. Estimating the ten-percent width**

Keeping only the leading term means using strict two-dimensional exchange for the comparison:

0.944 x^{−1/3} = 1.10, so x = (0.944/1.10)³ ≈ 0.63.

The first correction raises R at given x, so the solution moves to larger x. At x = 1 the corrected formula gives 0.9437 × 1.1722 = 1.106. Its derivative there is

0.9437 × (−1/3 + 2α/3) = −0.206.

One Newton step adds 0.006/0.206 ≈ 0.03, and the estimate is

L ≈ 1.03 rs.

The quantity chosen for expansion matters. If the linear form is used for e(x) instead of R, the condition becomes

C x^{−1/3} = 1.10 √2 (A − a x),

and this has no solution. The left side minus the right side is a convex function of x with a positive minimum of 0.005, about one percent of either side. The two linear forms differ at order x², so that order decides the matter. Keeping b x² in e(x) restores a solution, x = 0.974.

Numerical integration of the full e(x), by Gauss-Legendre quadrature after the substitution y = cos θ, followed by a bracketed root search, gives

L₁₀ = 1.007 rs.

Relative to this value, the first-corrected ratio is about 2 percent high, the quadratic energy form about 3 percent low, and the strict two-dimensional estimate 37 percent low. The width is more sensitive than the energy because R changes slowly: near x = 1 its logarithmic slope is about −0.2, so a small relative error in R becomes a relative error about five times larger in L.

**7. Why there is one such width**

R diverges as x → 0, so a crossing of 1.10 exists if R later falls below that value. Three bounds show that this happens once in the range 0 < x ≤ 3.848.

For small widths, differentiate F under the average. Since the exponential is at most one, −uF′(u) ≤ c u, and so −x e′(x) ≤ √2 a x. Since exp(−t) ≥ 1 − t, also e ≥ √2(A − ax). Thus

d ln R/d ln x = −1/3 − x e′/e ≤ −1/3 + ax/(A − ax),

provided A − ax is positive. The right side is negative for x < A/(4a) = 1.452, and R falls strictly up to there.

For the middle of the range, the average of an exponential is at least the exponential of the average (Jensen's inequality). Averaging over the height pairs and over y with weight g/A gives e ≥ √2A exp(−αx), and therefore

R ≤ [C/(√2A)] x^{−1/3} exp(αx).

The logarithm of this bound is convex in x, so on an interval the bound is largest at an end. It is 1.070 at x = 1.452 and 1.084 at x = 2.8. R stays below 1.10 between them.

From x = 2.8 to the edge, both exchange energies decrease in magnitude at fixed rs. Hence R is at most the LDA magnitude at 2.8 divided by the exact magnitude at 3.848, which is 1.071. No second crossing occurs.

**8. A layer with rs = 2 Å**

Take a model layer with the bare electron mass, unscreened Coulomb repulsion and rs = 2 Å. The single-subband limit is

L_max = 3.848 × 2 Å = 7.70 Å (14.54 bohr).

At this width the subband bottoms are 0.635 eV and 2.540 eV. Their difference, 1.905 eV, equals the Fermi energy measured from the first bottom, as it must.

The ten-percent width is

L₁₀ = 1.007 × 2 Å = 2.01 Å (3.81 bohr),

or 26 percent of L_max.

The strict two-dimensional exchange energy is −4.321 eV per electron. At L₁₀ the LDA value follows by scaling it:

−4.321 × 0.9437 × 1.0068^{−1/3} = −4.07 eV.

The expansion through x² gives for exact exchange

−4.321 × (1 − 0.1722 × 1.0068 + 0.0349 × 1.0068²) = −3.72 eV,

while full quadrature gives −3.70 eV. The ratio 4.069/3.699 is 1.10.

Values across the range, from the closed LDA formula and the quadrature, are as follows. Energies are in eV per electron.

L = 0.50 Å: exact −4.14, LDA −6.47, R = 1.56
L = 1.00 Å: exact −3.98, LDA −5.14, R = 1.29
L = 2.01 Å: exact −3.70, LDA −4.07, R = 1.10
L = 3.74 Å: exact −3.31, LDA −3.31, R = 1.00
L = 6.00 Å: exact −2.93, LDA −2.83, R = 0.97
L = 7.70 Å: exact −2.70, LDA −2.60, R = 0.96

The exact energy approaches its two-dimensional value as the well narrows, while the LDA energy keeps growing in magnitude. The agreement at 3.74 Å is a crossing of two curves: in wider wells LDA exchange is too weak, by about 4 percent at L_max. The failure of the LDA exchange energy therefore does not set in where the second subband empties. At that point the motion across the layer is already confined to one state, yet the LDA energy is still close. This concerns the total energy only. For one subband the exact exchange energy is an explicit functional of n(z), and its potential can be compared with the LDA one. The first-order shift of the gap E₂ − E₁ is about 16 percent too small in LDA at L_max and about 36 percent too large at 3.74 Å, where the energies agree. The large overshoot needs a layer about as thin as rs.

**9. Where the numbers apply**

The ratios L_max/rs and L₁₀/rs survive a change to an isotropic effective mass, which scales both kinetic energies in Section 2 equally. This holds for a single valley. With g_v equivalent valleys and exchange within each valley, kF² = 2/(g_v rs²) and both ratios grow by √g_v. They also survive a uniform dielectric constant, provided the LDA is built for the same screened interaction, since both exchange energies are then divided by that constant. The energies in eV do change.

Finite barriers let the density spread beyond L, and a self-consistent potential that is not flat alters φ. Either changes c, m, I and the subband gap. For rs = 2 Å, self-consistent Hartree and LDA exchange potentials between the infinite barriers lower L_max/rs from 3.85 to about 3.4 (uniform positive background inside the well) or 2.8 (background outside it), while L₁₀/rs stays within about 1 percent of 1.007. Finite barriers change more than the numbers. As L → 0 the bound state spreads into the barriers again, so R passes through a maximum instead of diverging, and there may be two ten-percent widths or none. For rs = 2 Å and the bare mass, R stays below about 1.0 over the one-subband range for barriers of 5 and 10 eV, and crosses 1.10 twice for 50 eV. For a mass of 0.067 in well and barrier and a barrier of 0.25 eV, the maximum is about 1.08 at 5×10¹¹ cm⁻² and about 1.29 at 10¹¹ cm⁻². Above L_max the density matrix acquires a second subband, and the formula for e(x) no longer describes the ground state of the box.

All numerical values are calculated from the stated model.
